# Thermal phonon wavelengths in silicon and diffuse scattering by surface roughness

**Question.** How short is the dominant phonon wavelength in silicon at room temperature, how does it scale with temperature and sound speed, and is it short enough for atomic-scale roughness to scatter most of the heat diffusely?

**Answer.** Start with the simplest estimate, a thermal spectrum with linear dispersion, and then ask whether the crystal can hold the wavelength it gives.

### The linear-dispersion estimate

Use atomic units in the algebra, with $\hbar=k_B=1$, so that temperature $T$ is an energy. Let three equal, isotropic acoustic branches obey $\omega=sq$, where $q$ is the wavevector and $s$ the sound speed. The number of modes per volume between $q$ and $q+dq$ is

$$
3\,\frac{4\pi q^2\,dq}{(2\pi)^3}=\frac{3q^2\,dq}{2\pi^2}.
$$

Each mode holds the thermal energy $\omega/(e^{\omega/T}-1)$; the zero-point energy is left out because it carries no heat. With $q=\omega/s$ and $dq=d\omega/s$, the energy per volume and unit frequency is

$$
u(\omega)=\frac{3}{2\pi^2s^3}\,\frac{\omega^3}{e^{\omega/T}-1}.
$$

Put $x=\omega/T$. At the maximum the logarithmic derivative vanishes:

$$
\frac{3}{x}-\frac{e^x}{e^x-1}=0
\quad\Longrightarrow\quad x=3(1-e^{-x}).
$$

Hence $(x-3)e^x=-3$. Multiplying by $e^{-3}$ gives $(x-3)e^{x-3}=-3e^{-3}$, which is the defining equation $We^W=y$ of the Lambert function, with $W=x-3$ and $y=-3e^{-3}$. The root $W=-3$ is the trivial point $x=0$. The principal branch gives $x=3+W(-3e^{-3})=2.821$. Since $\lambda=2\pi/q=2\pi s/\omega$,

$$
\lambda_{\rm dom}=\frac{2\pi s}{xT}.
$$

The estimate is proportional to $s$ and inversely proportional to $T$.

For silicon take the rough branch average $s=0.040$ eV Å (this is $\hbar$ times the speed) and room temperature $T=0.026$ eV. Then

$$
\lambda_{\rm dom}=\frac{2\pi(0.040)}{(2.821)(0.026)}\ \text{Å}
=3.4\ \text{Å}=0.34\ \text{nm}.
$$

The value is below one nanometre, and the roughness of the speed does not endanger that inequality: $s$ would have to reach $0.117$ eV Å, almost three times the input, to bring the peak to 10 Å.

"Dominant" does depend on what is plotted. Per unit wavelength, $d\omega$ is replaced by $2\pi s\,d\lambda/\lambda^2$, which adds two powers of $x$. The maximum of $x^5/(e^x-1)$ obeys $x=5(1-e^{-x})$, so $x=4.965$ and the peak is at 1.9 Å.

For heat flow driven by a small temperature difference, the heat capacity is the more relevant quantity. Differentiating the energy of one mode with respect to $T$ gives

$$
c(x)=\frac{x^2e^x}{(e^x-1)^2}
=\left[\frac{x/2}{\sinh(x/2)}\right]^2 .
$$

Including the mode density, the spectrum is proportional to $x^2c(x)$, or $x^4/\sinh^2(x/2)$. Its maximum obeys $4/x=\coth(x/2)$, so $x=3.830$ and the peak is at 2.5 Å. All three conventions give less than 10 Å.

### Why this peak is not a real wavelength

A crystal sets a lower limit on distinguishable phonon wavelengths. Adding a reciprocal-lattice vector to $q$ leaves the phase from cell to cell unchanged, so each phonon can be labelled by a wavevector in the first Brillouin zone.

Silicon has an fcc lattice with cubic constant $a=5.431$ Å. In units of $2\pi/a$, its shortest reciprocal vectors are $(\pm1,\pm1,\pm1)$ and $(\pm2,0,0)$ with permutations. The zone condition $\mathbf q\cdot\mathbf G\le G^2/2$ gives

$$
|q_x|+|q_y|+|q_z|\le\tfrac32,\qquad |q_x|,|q_y|,|q_z|\le1 .
$$

These planes bound the whole zone. The octahedron has volume $\frac43(\frac32)^3=\frac92$; the six caps cut from it have total volume $6\times\frac1{12}=\frac12$. The remaining volume, 4, is that of one reciprocal cell, so no further plane can cut anything away.

Length is a convex function, so its maximum lies at a corner of this solid. The corners are $(1,\frac12,0)$ and its equivalents, with length $\sqrt5/2$. The shortest wavelength in the zone is therefore

$$
\lambda_{\rm zone}=\frac{2\pi}{(2\pi/a)(\sqrt5/2)}
=\frac{2a}{\sqrt5}=4.86\ \text{Å}.
$$

The estimated 3.4 Å is shorter than this in every direction. It is not the wavelength of a distinct acoustic phonon in silicon. The limit concerns the phase from cell to cell. Silicon has two atoms per cell, and along [100] its atomic layers are only $a/4$ apart, so a longitudinal wave of 3.4 Å on these layers does exist, but it belongs to the optical branch, where $\omega=sq$ does not hold. What it does show is that temperature is high enough to excite the acoustic modes throughout the zone. For the peak to reach even the farthest corner, $s$ would have to be $0.057$ eV Å, or $T$ would have to be lower by the same factor of about 1.4. This statement is for the branch average. The longitudinal speed alone is about $0.056$ to $0.062$ eV Å depending on direction, which puts the formal peak of that branch at 4.8 to 5.3 Å, just inside the zone along [110] and [210] and outside it along [100] and [111].

### The spectrum with a cutoff

Replace the zone by a sphere of equal volume, the Debye sphere. It must contain one wavevector per primitive cell, and an fcc crystal has $4/a^3$ cells per volume:

$$
\frac{1}{(2\pi)^3}\frac{4\pi q_D^3}{3}=\frac4{a^3}
\quad\Longrightarrow\quad
q_D=\frac{(24\pi^2)^{1/3}}a .
$$

This gives $q_D=1.139$ Å$^{-1}$ and $\lambda_D=2\pi/q_D=5.52$ Å. The reduced cutoff energy is

$$
x_D=\frac{sq_D}{T}=\frac{(0.040)(1.139)}{0.026}=1.75 .
$$

This lies below all three peak positions found above. In this model the energy and heat-capacity spectra per unit frequency consequently rise all the way to the cutoff. A median is now more informative than a peak, but it requires a statement of which heat is being counted.

For heat arriving at a surface, each mode contributes its heat capacity times its speed. The angular factor is common to all modes, so the weight is $q^2c(sq/T)$. For bulk conduction, kinetic theory adds the mean free path $\ell(q)$:

$$
\kappa=\frac13\int_0^{q_D}\frac{3q^2}{2\pi^2}\,
c\!\left(\frac{sq}{T}\right)s\,\ell(q)\,dq .
$$

Take $\ell\propto q^{-2}$ as a simple model of scattering by other phonons. Both cases have weight $q^{2-m}c(sq/T)$: $m=0$ describes arrival at a surface, or conduction with a common mean free path, and $m=2$ describes the bulk model.

At high temperature $c\to1$. With $v=q/q_D$, the fraction of heat below $v$ is

$$
\frac{\int_0^v y^{2-m}\,dy}{\int_0^1y^{2-m}\,dy}=v^{3-m}.
$$

Setting this to one half gives $v=2^{-1/(3-m)}$. The median wavelengths are thus

$$
2^{1/3}\lambda_D=6.9\ \text{Å}\quad(m=0),\qquad
2\lambda_D=11.0\ \text{Å}\quad(m=2).
$$

They contain neither $s$ nor $T$. Once the zone is fully excited, heating the crystal no longer shortens the typical wavelength; the lattice constant sets it.

At room temperature $c$ falls from 1 at long wavelength to 0.78 at the cutoff. This lowers the weight of short waves and moves the medians to 7.1 Å and 11.7 Å. The share of heat carried below 10 Å is 81% for $m=0$ but 42% for $m=2$. The statement that most of the heat is carried by subnanometre waves therefore holds, in this model with linear branches, for heat arriving at a surface, but not for bulk conduction with $\ell\propto q^{-2}$.

The opposite limit is $T\ll sq_D$. The cutoff then lies far out in the exponential tail and can be moved to infinity. For $m=0$ the median occurs at a fixed value of $sq/T$, so the wavelength recovers the scaling $\lambda\propto s/T$ of the first estimate.

### How roughness removes specular reflection

Consider a scalar wave reflected from a surface of height $h$, with zero mean and rms value $\eta$. At angle $\theta$ from the normal, the normal wavevector is $q\cos\theta$. A raised patch changes the incoming and outgoing paths, so the reflected phase changes by $2qh\cos\theta$ in magnitude. This local picture requires gentle slopes and heights that vary slowly across a wavelength.

For Gaussian heights, write $b=2q\cos\theta$ and complete the square:

$$
ibh-\frac{h^2}{2\eta^2}
=-\frac{(h-ib\eta^2)^2}{2\eta^2}-\frac{b^2\eta^2}{2}.
$$

The shifted Gaussian has the same integral as the original, so $\langle e^{ibh}\rangle=e^{-b^2\eta^2/2}$. The specular probability is the square of this mean amplitude:

$$
p=e^{-4q^2\eta^2\cos^2\theta}
=\exp\!\left(-\frac{16\pi^2\eta^2\cos^2\theta}{\lambda^2}\right).
$$

The relevant comparison is thus between $4\pi\eta\cos\theta$ and $\lambda$, not between $\eta$ and $\lambda$. That is why a height of one atomic layer can matter to a wave several layers long.

Heat reaches the surface with angular weight $\cos\theta$. With $\mu=\cos\theta$, the normalized weight is $2\mu\,d\mu$, and

$$
P(q)=\int_0^1 2\mu e^{-g\mu^2}\,d\mu
=\frac{1-e^{-g}}g,\qquad g=4q^2\eta^2 .
$$

For small $g$ the non-specular fraction is $1-P\approx g/2$. For large $g$, $P\approx1/g$: the specular part falls as a power, not exponentially, because grazing waves have a small normal wavevector.

Choose an rms height of one atomic layer, $\eta=a/4=1.36$ Å. At the Debye cutoff,

$$
G=4(q_D\eta)^2=4(1.139\times1.358)^2=9.57 .
$$

Now average $P$ over the heat spectrum. In the classical limit,

$$
P_m=(3-m)\int_0^1v^{2-m}\,\frac{1-e^{-Gv^2}}{Gv^2}\,dv .
$$

For $m=0$ the powers of $v$ cancel. With $\int_0^1e^{-Gv^2}dv=\sqrt\pi\,\mathrm{erf}(\sqrt G)/(2\sqrt G)$,

$$
P_0=\frac3G\left[1-\frac{\sqrt\pi\,\mathrm{erf}(\sqrt G)}{2\sqrt G}\right].
$$

For $m=2$, integrate $v^{-2}$ by parts. The boundary term vanishes at $v=0$, where $(1-e^{-Gv^2})/v\approx Gv$:

$$
\begin{aligned}
P_2&=\frac1G\left\{\left[-\frac{1-e^{-Gv^2}}v\right]_0^1
+2G\int_0^1e^{-Gv^2}\,dv\right\}\\
&=\frac{\sqrt{\pi G}\,\mathrm{erf}(\sqrt G)-(1-e^{-G})}{G}.
\end{aligned}
$$

Here $\sqrt G=3.09$ and the error function is close to 1. Thus $P_0\approx(3/9.57)(1-0.886/3.09)=0.22$ and $P_2\approx(5.48-1)/9.57=0.47$. The classical non-specular shares are 78% and 53%. With the room-temperature factor $c$ they become 77% and 51%.

The first is a clear majority; the second is about half for these linear branches, and the model does not justify a finer verdict. Half the heat is reflected non-specularly at $\eta=0.77$ Å for $m=0$ and at 1.32 Å for $m=2$. The chosen layer height barely exceeds the second threshold. The $m=2$ average shows how waves important in bulk conduction respond to a surface. It is not the conductivity of a film, which would also require the changed mean free paths.

The scaling with roughness follows from the same formulas. For $G\ll1$, replacing $1-P$ by $Gv^2/2$ gives classical non-specular shares

$$
1-P_0\approx\frac{3G}{10},\qquad 1-P_2\approx\frac G6,
$$

both proportional to $\eta^2$. For $G\gg1$, $P_0\approx3/G\propto\eta^{-2}$, whereas $P_2\approx\sqrt{\pi/G}\propto\eta^{-1}$. Long waves make the specular share decay more slowly in the bulk weighting.

At low temperature and weak roughness, the surface-arrival share depends on the thermal mean of $q^2$. Integration by parts gives

$$
\int_0^\infty\frac{x^ne^x}{(e^x-1)^2}\,dx
=n\int_0^\infty\frac{x^{n-1}}{e^x-1}\,dx=n!\,\zeta(n),
$$

where $\zeta$ is the Riemann zeta function. The heat weight requires $n=4$, and the extra $q^2$ requires $n=6$. Using $\zeta(4)=\pi^4/90$ and $\zeta(6)=\pi^6/945$,

$$
1-P_0\approx2\eta^2\langle q^2\rangle
=2\eta^2\left(\frac Ts\right)^2\frac{6!\,\zeta(6)}{4!\,\zeta(4)}
=\frac{40\pi^2}{7}\left(\frac{T\eta}s\right)^2 .
$$

This requires $T\ll sq_D$ and a small right-hand side. In that regime cooling makes a given surface more specular: the non-specular share falls as $T^2$. At room temperature the cutoff replaces this law by the nearly temperature-independent behaviour found above.

### Non-specular does not yet mean diffuse

Diffuse scattering in the strong sense also requires the outgoing directions to forget the incoming one. Height alone cannot guarantee this; the lateral scale of the roughness matters.

To see why, take a scalar wave that vanishes at the surface. Let its normal wavevector be $k_z=q\cos\theta$. The incident and flat-surface reflected waves add at $z=h$ to

$$
e^{-ik_zh}-e^{ik_zh}\approx-2ik_zh .
$$

A surface Fourier component $h_n$ with lateral wavevector $k_n$ must therefore create a wave of amplitude $R_n=2ik_zh_n$ to first order. Its tangential wavevector is $q\sin\theta+k_n$. If its normal wavevector $k_{z,n}$ is real, its power relative to the incident wave is

$$
|R_n|^2\frac{k_{z,n}}{k_z}=4k_zk_{z,n}|h_n|^2 .
$$

Components with imaginary normal wavevector carry no power away. If all $k_n$ are small, $k_{z,n}\approx k_z$, and the sum is $4k_z^2\eta^2$, the small-roughness limit of $1-p$. But then the direction hardly changes. Large deflections need lateral structure with $k_n$ comparable to $q$, and there the simple formula for $p$ is no longer reliable.

Numerical solutions of this wave problem, for random profiles varying along one direction and incidence at 30° from the normal, show both sides. The height correlation was nominally $e^{-r^2/L^2}$, with the finest surface components cut off.

- For $L=2\lambda$ and $\eta=0.09\lambda$, the specular probability is 0.38, and the formula gives the same value to this accuracy. The off-specular waves nevertheless keep 97% of the incident tangential momentum, as a power-weighted average.
- For $L=\lambda/4$ and $\eta=0.03\lambda$, they keep about a quarter of it (23% to 26% for different sets of random profiles). The specular probability is 0.936 against 0.899 from the formula, so the true loss is 0.064 where the formula predicts 0.101, a little under two thirds of the prediction.

Fully randomised directions would keep none. The second surface comes much closer to this, although its small height leaves most of the power specular. The first-order result explains the lower loss: much of the fine surface structure couples to waves with small or imaginary $k_{z,n}$. This lower loss belongs to a wave that vanishes at the surface, as at a clamped boundary. A free surface is closer to a vanishing normal derivative. For that condition the second surface loses about 0.13, more than the formula's 0.101, and its off-specular waves go backwards on average, keeping about $-30\%$ of the tangential momentum; the first surface gives nearly the same results under both conditions.

The wavelengths are thus short enough for atomic-scale roughness to matter strongly. That it scatters most of the heat arriving at a silicon surface diffusely is plausible, but not proved here. It calls for both sufficient height and lateral structure on the scale of the phonon wavelength. In the Gaussian model above, half the arriving heat is reflected non-specularly at an rms height of 0.77 Å, a little over half a layer. A surface with two equally common levels one layer apart has an rms height of exactly half a layer, $\eta=0.68$ Å. Its mean phase factor is $\cos(2q\eta\cos\theta)$ instead of the Gaussian one, and the same average over the arriving heat gives a non-specular share of 48%, just under half. If its steps are also many wavelengths apart, it has little lateral structure on the scale of the wavelength either. For finely structured surfaces, the shares of 77% and 51% are estimates whose error the wave solutions above do not fix: the finely structured surface solved there was much flatter relative to the wavelength, and whether it lost less or more specular power than the formula predicts depended on the boundary condition.

The estimate also leaves out the bending of silicon's real phonon branches, its optical modes, the difference between longitudinal and transverse waves, and their conversion into one another at the surface. These can change the percentages. Bending alone has a clear effect, because it slows the short waves: for three equal branches $\omega=(2sq_D/\pi)\sin(\pi q/2q_D)$, the share of arriving heat below 10 Å drops from 81% to 63%, and the non-specular share at an rms height of one layer drops from 77% to 68%. For the bulk weighting with $\ell\propto q^{-2}$, the same bending moves the median wavelength from 11.7 Å to 17 Å and lowers the non-specular share from 51% to 39%. None of these effects removes the lattice limit on acoustic wavelengths, which is what separates the formal 3.4 Å peak from the waves that carry the heat. The numerical output below gives the values to more digits.

## Table of computed values

```
Input s = hbar*speed: 0.0400 eV angstrom
Input thermal energy T: 0.0260 eV
Silicon lattice constant a: 5.4310 angstrom
RMS roughness a/4: 1.3578 angstrom
x, energy per frequency: 2.8214
x, energy per wavelength: 4.9651
x, heat capacity per frequency: 3.8300
Phonon energy at energy peak: 0.0734 eV
lambda_dom, energy/frequency: 3.4261 angstrom
lambda_dom converted: 0.3426 nm
Peak, energy/wavelength: 1.9469 angstrom
Peak, heat capacity/frequency: 2.5239 angstrom
Largest s for peak < 10 angstrom: 0.1168 eV angstrom
Shortest wavelength in zone: 4.8577 angstrom
s placing peak at zone corner: 0.0567 eV angstrom
Debye wavevector q_D: 1.1393 1/angstrom
Debye wavelength: 5.5152 angstrom
Debye cutoff energy: 0.0456 eV
Cutoff energy / T: 1.7527
Heat-capacity factor at cutoff: 0.7790
Classical median, m=0: 6.9487 angstrom
Classical median, m=2: 11.0303 angstrom
Thermal median, m=0: 7.0830 angstrom
Thermal median, m=2: 11.7441 angstrom
Heat share below 10 A, m=0: 0.8141
Heat share below 10 A, m=2: 0.4169
g at Debye cutoff: 9.5708
Classical nonspecular, m=0: 0.7763
Classical nonspecular, m=2: 0.5316
Thermal nonspecular, m=0: 0.7675
Thermal nonspecular, m=2: 0.5113
RMS height for half, m=0: 0.7684 angstrom
RMS height for half, m=2: 1.3167 angstrom
Long corr.: height/wavelength: 0.0900
Long corr.: wave specularity: 0.3775
Long corr.: formula specularity: 0.3832
Long corr.: total power: 1.0000
Long corr.: momentum kept: 0.9693
Short corr.: height/wavelength: 0.0300
Short corr.: wave specularity: 0.9357
Short corr.: formula specularity: 0.8989
Short corr.: total power: 1.0000
Short corr.: momentum kept: 0.2625
Short corr.: loss/formula loss: 0.6361
```
